# Interlayer Raman lines of a free layer stack as a layer counter, part 1

(Sections cited here and not found follow in the second part.)

## Modes of the free stack and their Raman amplitudes

**Definitions.** A stack consists of $N$ identical layers, numbered $n=1,\dots,N$ from bottom to top, with the $z$ axis along the stacking direction. Each layer moves as a rigid sheet, and $u_n(t)$ is its displacement from equilibrium along one fixed direction. The mass per unit area of a layer is $\mu$. Adjacent layers are joined by a spring constant per unit area $K$, which is a force per area divided by a relative displacement and has the unit N/m³. The two outer faces are free. The motion is uniform over the plane, so the in-plane wavevector is zero. Angular frequencies are written $\omega$, and line positions are given as wavenumbers $\omega/2\pi c$ in cm⁻¹.

A displacement in the plane is called shear, and one along $z$ is called breathing. They can be treated separately if the energy of each gap between layers is unchanged by a rotation of $120^\circ$ about $z$. To see this, let $\mathbf d$ be the relative displacement across a gap. Near equilibrium the gap energy per area is $\tfrac12\mathbf d^{T}\mathbf K\,\mathbf d$ with a symmetric $3\times3$ matrix $\mathbf K$. The pair $(K_{xz},K_{yz})$ transforms as a vector in the plane, and the only such vector unchanged by a $120^\circ$ rotation is zero. This removes the coupling between shear and breathing. If the remaining $2\times2$ block had two different eigenvalues, the rotation would have to carry each of its principal axes into itself, which a turn by $120^\circ$ cannot do. The eigenvalues are therefore equal, and shear has the same constant in every in-plane direction. There are thus two constants, $K_{\rm s}$ for shear and $K_{\rm b}$ for breathing. The derivation is the same for both, and $K$ stands for either.

**Equations of motion.** With springs between nearest neighbours alone, the potential energy per area is

$$V=\frac K2\sum_{n=1}^{N-1}(u_{n+1}-u_n)^2. \tag{1}$$

An inner layer appears in two terms of this sum. Its force per area is $-\partial V/\partial u_n$, so

$$\mu\ddot u_n=K(u_{n+1}-u_n)-K(u_n-u_{n-1})=K(u_{n+1}-2u_n+u_{n-1}). \tag{2}$$

The end layers appear in one term each:

$$\mu\ddot u_1=K(u_2-u_1),\qquad \mu\ddot u_N=-K(u_N-u_{N-1}). \tag{3}$$

Equation (2) also covers the end layers if two fictitious layers are added that obey

$$u_0=u_1,\qquad u_{N+1}=u_N. \tag{4}$$

The springs to the fictitious layers are then never stretched, which is what a free face means.

**Frequencies.** In a normal mode all layers oscillate in step, $u_n(t)=v_n\cos\omega t$. Equation (2) becomes

$$-\mu\omega^2v_n=K(v_{n+1}+v_{n-1}-2v_n). \tag{5}$$

The first condition in (4) asks for a pattern that is even about the point $n=\tfrac12$, midway between layers 0 and 1. We therefore try $v_n=A\cos[q(n-\tfrac12)]$. The addition theorem gives $v_{n+1}+v_{n-1}=2\cos q\;v_n$, and (5) is satisfied if

$$\omega^2=\frac{2K}{\mu}(1-\cos q)=\frac{4K}{\mu}\sin^2\frac q2. \tag{6}$$

The second condition in (4) fixes $q$:

$$\cos[q(N+\tfrac12)]-\cos[q(N-\tfrac12)]=-2\sin(qN)\sin\frac q2=0. \tag{7}$$

Its solutions are $q=j\pi/N$ with integer $j$. We define

$$\theta_j=\frac{j\pi}{2N},\qquad \omega_{\max}=2\sqrt{\frac K\mu}, \tag{8}$$

and obtain

$$\omega_j=\omega_{\max}\sin\theta_j,\qquad j=0,1,\dots,N-1. \tag{9}$$

For these $j$ the angle $\theta_j$ lies between $0$ and $\pi/2$, where the sine increases, so the $N$ frequencies are all different. A chain of $N$ masses has $N$ normal modes, and the list is complete. The next value, $j=N$, gives $\cos[\pi(n-\tfrac12)]=0$ for every layer and is no motion at all. The scale $\omega_{\max}$ is therefore not itself a frequency of a finite stack. The highest mode lies at $\omega_{\max}\cos(\pi/2N)$.

The mode $j=0$ is a displacement of the whole stack, which meets no restoring force. For $j\ll N$ the sine may be replaced by its argument, and $\omega_j\approx\omega_{\max}\,j\pi/2N$. The condition $qN=j\pi$ then says that $j$ half wavelengths of a sound wave fit across the stack. For $N=2$ and $j=1$, (9) gives

$$\omega_{\rm bilayer}=\frac{\omega_{\max}}{\sqrt2}, \tag{10}$$

so that one measurement on a bilayer calibrates the scale for every $N$, as long as $K$ and $\mu$ stay the same.

**Normalized patterns.** The force matrix in (5) is symmetric, and its eigenvalues are all different, so the patterns are mutually orthogonal. The norm needs the sum of $\cos^2[\theta_j(2n-1)]=\tfrac12+\tfrac12\cos[(2n-1)x]$ with $x=2\theta_j$. From $2\sin x\cos[(2n-1)x]=\sin(2nx)-\sin[(2n-2)x]$ the sum telescopes:

$$\sum_{n=1}^N\cos[(2n-1)x]=\frac{\sin 2Nx}{2\sin x}=\frac{\sin 2\pi j}{2\sin(j\pi/N)}=0\qquad(1\le j\le N-1). \tag{11}$$

The squares therefore add up to $N/2$, and the normalized pattern is

$$v_n^{(j)}=\sqrt{\frac2N}\cos[\theta_j(2n-1)],\qquad j\ge1. \tag{12}$$

For $j=0$ it is $v_n=1/\sqrt N$. Direct diagonalization of the force matrix for $N=2$ to $12$ agrees with (9) within $2\times10^{-5}\,\omega_{\max}$ and reproduces the patterns (12).

**Stretch of the gaps.** A rigid displacement of the whole stack does not change its polarizability. The changes of the gaps matter. Gap $n$ lies between layers $n$ and $n+1$, and its stretch in mode $j$ is

$$s_n=v_{n+1}-v_n=-2\sqrt{\frac2N}\,\sin\theta_j\,\sin(2n\theta_j),\qquad n=1,\dots,N-1, \tag{13}$$

by the formula for a difference of cosines.

Light polarized in the plane is scattered with a change of frequency when a vibration modulates the in-plane polarizability components $\alpha_{xx},\alpha_{yy},\alpha_{xy}$. We assume that these components are a sum of contributions from the gaps, each depending on the relative displacement across that gap. If $Q$ is the amplitude of the mode, so that $u_n=v_nQ$, then to first order

$$\Delta\alpha=Q\sum_{n=1}^{N-1}\alpha_n'\,s_n, \tag{14}$$

where $\alpha_n'$ is the derivative of the polarizability with respect to the stretch of gap $n$. Its magnitude is taken as the same for all gaps. Its sign follows from the stacking.

**Signs of the derivatives.** In 2H stacking, a reflection in the middle plane of layer $n$ carries layer $n-1$ into layer $n+1$, and hence gap $n-1$ into gap $n$. Hold layer $n$ fixed and displace layer $n-1$ by $-d$. The stretch of gap $n-1$ is then $0-(-d)=d$. The reflected situation has the following stretch in gap $n$:

- Shear: an in-plane displacement is unchanged by the reflection, so layer $n+1$ moves by $-d$, and the stretch is $-d$.
- Breathing: a displacement along $z$ is reversed, so layer $n+1$ moves by $+d$, and the stretch is $+d$.

The in-plane polarizability components do not change under $z\to-z$, so both situations have the same $\Delta\alpha$. Therefore

$$\alpha'_n=-\alpha'_{n-1}\ \text{(shear)},\qquad \alpha'_n=+\alpha'_{n-1}\ \text{(breathing)}. \tag{15}$$

This was tested on the 2H-MoS₂ geometry, with a lattice constant of 0.316 nm and a height of 0.30 nm between facing sulphur planes. Each sulphur–sulphur pair across a gap was given a polarizability along its bond that decays exponentially with its length. The ratio of the derivatives of adjacent gaps came out as $-1.0000$ for shear and $1.0000$ for breathing.

In 3R stacking each gap is a translated copy of the one before it. The derivatives are then equal for shear as well, and shear follows the breathing result below.

**Breathing amplitudes.** With equal signs the sum of the stretches telescopes to $v_N-v_1$, the change of the total thickness. From (12), $v_1=\sqrt{2/N}\cos\theta_j$. Since $2N\theta_j=j\pi$,

$$v_N=\sqrt{\frac2N}\cos(j\pi-\theta_j)=(-1)^j\sqrt{\frac2N}\cos\theta_j. \tag{16}$$

For even $j$ the two faces move together and the sum vanishes. For odd $j$ they move oppositely, and the square of the sum is

$$S_{\rm b}^2=\frac8N\cos^2\theta_j\quad(j\text{ odd}),\qquad S_{\rm b}^2=0\quad(j\text{ even}). \tag{17}$$

**Shear amplitudes in 2H stacking.** The required sum is now $\sum_n(-1)^ns_n$. Put $k=N-j$. Because $\sin(\pi n-x)=-(-1)^n\sin x$, and because $\pi n-2n\theta_j=k\pi n/N$,

$$(-1)^n\sin(2n\theta_j)=-\sin\frac{k\pi n}N. \tag{18}$$

The alternating sum has become an ordinary sum of sines. With $y=k\pi/N$, the identity $2\sin\frac y2\sin ny=\cos[(n-\tfrac12)y]-\cos[(n+\tfrac12)y]$ makes it telescope:

$$\sum_{n=1}^{N-1}\sin ny=\frac{\cos\frac y2-\cos(k\pi-\frac y2)}{2\sin\frac y2}=\frac{1-(-1)^k}2\cot\frac y2. \tag{19}$$

It vanishes for even $k$. For odd $k$ it equals $\cot(y/2)$, and since $y/2=\pi/2-\theta_j$ this is $\tan\theta_j$. Equations (13), (18) and (19) give the sum $2\sqrt{2/N}\,\sin\theta_j\tan\theta_j$, where the two minus signs have cancelled. Its square is

$$S_{\rm s}^2=\frac8N\frac{\sin^4\theta_j}{\cos^2\theta_j}\quad(N-j\text{ odd}),\qquad S_{\rm s}^2=0\quad(N-j\text{ even}). \tag{20}$$

In the mode $j=N-1$, (13) and (18) show that the stretches alternate in sign from gap to gap. The derivatives alternate too, so all gaps contribute with the same sign.

The trilayer shows both rules. Its pattern for $j=1$ is $(1,0,-1)/\sqrt2$. The thickness changes by $2/\sqrt2$ in magnitude, so $S_{\rm b}^2=2$, which is $\tfrac83\cos^2 30^\circ$. As a shear mode it stretches both gaps equally, and the contributions cancel. The pattern for $j=2$ is $(1,-2,1)/\sqrt6$. It leaves the thickness unchanged, but its alternating sum is $\sqrt6$ in magnitude. Hence $S_{\rm s}^2=6$, in agreement with (20) at $60^\circ$.

**What symmetry protects.** In 2H stacking, the zeros in (17) and (20) do not rest on the additive assumption (14). In 3R stacking they do, because a 3R stack has neither of the two symmetries used here. The argument that gave (16) also gives $v_{N+1-n}=(-1)^jv_n$ for every layer. A free 2H stack has a mirror plane in its middle if $N$ is odd and an inversion centre if $N$ is even, and the in-plane polarizability is unchanged by either operation. Both reverse a displacement along $z$, so a breathing mode is carried into $-(-1)^j$ times itself and can scatter to first order only if $j$ is odd. For shear, the mirror keeps the displacement, which requires even $j$ when $N$ is odd. Inversion reverses it, which requires odd $j$ when $N$ is even. In both cases $N-j$ is odd. The strengths of the allowed lines, in contrast, do depend on (14).

## Branch identification, layer number and errors

**Results carried over.** A free stack of $N$ layers with areal mass $\mu$ and interlayer spring constant per area $K$ has the frequencies $\omega_j=\omega_{\max}\sin\theta_j$, with $\theta_j=j\pi/2N$, $\omega_{\max}=2\sqrt{K/\mu}$ and $j=0,\dots,N-1$. The normalized displacements are $v_n=\sqrt{2/N}\cos[\theta_j(2n-1)]$ for $j\ge1$. For in-plane polarizations and 2H stacking, the squared Raman amplitude is $S_{\rm b}^2=(8/N)\cos^2\theta_j$ for breathing modes with odd $j$. It is $S_{\rm s}^2=(8/N)\sin^4\theta_j/\cos^2\theta_j$ for shear modes with odd $N-j$. All other modes are silent. Below, $\varphi=\pi/2N$.

**Why the branch must be known.** Equation (9) depends on $j/N$ alone. A line at a given frequency may belong to $N=6$, $j=1$ or to $N=18$, $j=3$. The frequency of a single line cannot tell them apart. The intensities show which branch gives the strongest line.

For a stack of area $A$, a mode with amplitude $Q$ is an oscillator of mass $M=\mu A$, because the pattern is normalized. In terms of ladder operators, $Q=\sqrt{\hbar/2M\omega}\,(a+a^\dagger)$ and $a^\dagger|m\rangle=\sqrt{m+1}\,|m+1\rangle$. The probability of exciting one quantum from level $m$ is therefore proportional to

$$|\langle m+1|Q|m\rangle|^2=\frac{\hbar}{2M\omega}(m+1). \tag{21}$$

At temperature $T$, level $m$ is occupied with probability $(1-e^{-x})e^{-mx}$, where $x=\hbar\omega/k_BT$. Since $\sum_m(m+1)e^{-mx}=(1-e^{-x})^{-2}$, the mean of $m+1$ is $1/(1-e^{-x})$. The intensity on the side of energy loss (Stokes) is then

$$I_j\propto\frac{S_j^2}{\omega_j\,(1-e^{-x_j})}. \tag{22}$$

The fourth power of the scattered frequency has been dropped. Over a difference of 40 cm⁻¹ it changes by about 1% for a laser at 532 nm.

For $x\ll1$ the denominator becomes proportional to $\omega_j^2$, and

$$I_j\propto\cot^2\theta_j\ \text{(breathing, }j\text{ odd)},\qquad I_j\propto\tan^2\theta_j\ \text{(shear, }N-j\text{ odd)}. \tag{23}$$

The strongest breathing line is $j=1$, and the strongest shear line is $j=N-1$. Within (22) this order holds at any temperature. For breathing, $\cos^2\theta$ falls with $j$ while $\omega(1-e^{-x})$ rises. For shear, write the intensity as $\tan^2\theta$ times $x/(1-e^{-x})$, up to a constant; both factors rise with $j$. In 3R stacking, shear obeys the breathing rule, and its strongest line is $j=1$. The stacking must therefore be known before a shear line is used to count.

The mode frequencies and relative Raman intensities are now known within the model, and in 2H stacking the strongest lines are $j=1$ for breathing and $j=N-1$ for shear. It remains to turn these lines into a layer number and to find how peak uncertainty and departures from the ideal stack affect the count.

Numerical values quoted here were computed with a short program.
